# Polaron Hopping in Ceria During a Microsecond Polishing Contact

## Problem

An extra electron in ceria, CeO$_2$, is localised on one cerium ion, which it turns from Ce$^{4+}$ into Ce$^{3+}$. The surrounding ions relax around it, and electron and distortion together form a small polaron. The barrier for moving to a neighbouring cerium site is $E_a=0.4$ eV. A ceria abrasive particle of radius 30 nm is held against a surface along a contact of length 1 µm at a sliding speed of 1 m/s.

(a) Estimate the hopping time at 300 K.

(b) Decide whether the electron can migrate between cerium sites during the contact, and how far.

(c) Find how much the barrier, the electronic coupling or a trap may change before the decision fails.

Take as rough typical values an attempt frequency $\nu=10^{13}$ Hz and a cubic lattice constant $a=0.541$ nm. Energies are in eV and lengths in nm.

## Solution

### The barrier

Let $x$ measure the lattice distortion, with $x=0$ relaxed around site A and $x=1$ relaxed around site B. For equivalent sites and a harmonic lattice, the energies with the electron on A or B are

$$V_A=\lambda x^2,\qquad V_B=\lambda(1-x)^2 ,$$

where $\lambda$ is the reorganisation energy. An electronic coupling $J>0$ mixes the two states. The lower eigenvalue of the two-state problem is

$$V=\frac{V_A+V_B}{2}-\sqrt{\frac{(V_A-V_B)^2}{4}+J^2}.$$

With $y=2x-1$, the mean of the parabolas is $\lambda(1+y^2)/4$ and half their difference is $\lambda y/2$. Hence

$$V=\frac{\lambda(1+y^2)}{4}-R,\qquad R=\sqrt{\frac{\lambda^2y^2}{4}+J^2}.$$

The derivative is $\lambda y/2-\lambda^2y/(4R)$. It vanishes at $y=0$, the top, and where $R=\lambda/2$, the wells. The second condition gives $y^2=1-4J^2/\lambda^2$, which requires $2J<\lambda$. The energies are

$$V_{\rm top}=\frac{\lambda}{4}-J,\qquad
V_{\rm well}=\frac{\lambda}{4}\left(2-\frac{4J^2}{\lambda^2}\right)-\frac{\lambda}{2}=-\frac{J^2}{\lambda}.$$

Their difference is the barrier:

$$E_a=\frac{\lambda}{4}-J+\frac{J^2}{\lambda}=\frac{(\lambda-2J)^2}{4\lambda}.$$

For small $J$ this gives $\lambda\approx4E_a=1.6$ eV. The lattice must first distort so that both sites have equal energy; this costs a quarter of the reorganisation energy.

### The rate to one neighbour

Assume thermal equilibrium in the starting well, classical lattice motion, and a transfer each time the top is crossed. Let $m$ be the effective mass of the coordinate $x$. The mean one-way speed, counting forward velocities only, is

$$\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv=\sqrt{\frac{k_BT}{2\pi m}}.$$

In a harmonic well of frequency $\nu$, the probability density at the top is $e^{-E_a/k_BT}$ divided by

$$\int_{-\infty}^{\infty}e^{-m(2\pi\nu)^2q^2/2k_BT}\,dq=\frac{1}{2\pi\nu}\sqrt{\frac{2\pi k_BT}{m}}.$$

Speed times density is the rate. The mass and the thermal square roots cancel, leaving

$$k=\nu\,e^{-E_a/k_BT}.$$

At 300 K, $k_BT=0.02585$ eV and $E_a/k_BT=15.47$. Therefore

$$k=10^{13}\times1.91\times10^{-7}=1.91\times10^6\ {\rm s^{-1}},\qquad \frac1k=0.52\ \text{µs}.$$

Numerical integration over the coupled surface, with $J=50$ meV and the same barrier, gives $1.90\times10^6$ s$^{-1}$. This integration still assumes a transfer at each crossing, so it tests only the harmonic approximation, which is harmless here.

### The hopping time and the number of hops

The time $1/k$ refers to one chosen neighbour. The cerium ions form a face-centred cubic lattice, with $z=12$ nearest neighbours at distance $d=a/\sqrt2=0.383$ nm. If all are empty and equivalent, the chance of leaving in a short time $dt$ is $zk\,dt$. The total rate is

$$\Gamma=zk=2.29\times10^7\ {\rm s^{-1}}.$$

The survival probability on the starting site obeys $dS/dt=-\Gamma S$, so $S=e^{-\Gamma t}$. The mean wait is $\int_0^\infty S\,dt=1/\Gamma=44$ ns. This answers (a).

The contact time is $\tau=10^{-6}\,{\rm m}/(1\,{\rm m/s})=1$ µs. The mean number of hops is $\Gamma\tau=22.9$, and the chance of no hop is $e^{-22.9}\approx10^{-10}$.

### The distance

Let $\mathbf r$ be the displacement and $\mathbf d_j$ the twelve hop vectors. Each possible hop changes $r^2$ by $2\mathbf r\cdot\mathbf d_j+d^2$, so

$$\frac{d\langle r^2\rangle}{dt}=k\sum_{j=1}^{12}\left(2\langle\mathbf r\rangle\cdot\mathbf d_j+d^2\right)=\Gamma d^2,$$

because the hop vectors sum to zero. After the contact,

$$\sqrt{\langle r^2\rangle}=d\sqrt{\Gamma\tau}=0.383\sqrt{22.9}=1.83\ {\rm nm}.$$

Comparison with $\langle r^2\rangle=6Dt$ gives

$$D=\frac{\Gamma d^2}{6}=\frac{12k}{6}\,\frac{a^2}{2}=ka^2=5.6\times10^{-9}\ {\rm cm^2/s}.$$

Hops can cancel, so a large hop number does not by itself prove that the electron ends elsewhere. Solving the rate equations on the lattice gives a probability of 0.002 for being on the starting site at the end. The electron has almost certainly migrated.

A more restricted case is an electron confined to one layer parallel to the surface. A (111) plane contains six of the twelve neighbours, and three more lie below it. If the bulk rate is kept and only in-plane hops are allowed, there are 11.4 hops on average, a root-mean-square displacement of 1.3 nm and a probability of 0.025 for ending on the starting site.

Crossing the particle is another matter. The root-mean-square displacement equals the 30 nm radius after

$$t=\frac{(30/0.383)^2}{2.29\times10^7\ {\rm s^{-1}}}\approx0.27\ {\rm ms},$$

about 270 contact times. The answer to (b) is yes for local migration over a few sites, and no for supplying electrons from the middle of the particle within one contact.

### How large may the barrier be?

Take one mean hop per contact as the threshold. Setting $z\nu\tau e^{-E^*/k_BT}=1$ and taking the logarithm gives

$$E^*=k_BT\ln(z\nu\tau)=0.02585\,\ln(1.2\times10^8)=0.481\ {\rm eV}.$$

The margin is 0.08 eV. At this threshold a fraction $e^{-1}$, or 37 %, of the electrons still does not hop, so it marks a gradual change. A factor of ten in rate corresponds to $k_BT\ln10=0.06$ eV, so an uncertainty of 0.1 eV in the barrier would leave the verdict open.

### How weak may the electronic coupling be?

If $J$ is small, the lattice can pass the crossing point before the electron transfers. Near the crossing let the energy difference change at the constant rate $s=|d(V_A-V_B)/dt|$. Apart from a common energy, the amplitudes obey

$$i\hbar\dot c_A=\frac{st}{2}c_A+Jc_B,\qquad i\hbar\dot c_B=Jc_A-\frac{st}{2}c_B .$$

At large $|t|$, the eigenvalue belonging to A is

$$\sqrt{\frac{s^2t^2}{4}+J^2}\ \to\ \frac{st}{2}+\frac{J^2}{st},$$

with the branch that follows A at both ends. The equations have no singularity at finite $t$, so the solution may be continued from $t=-\infty$ to $+\infty$ along a large semicircle in the upper half-plane. There $|e^{-ist^2/4\hbar}|$ is first the smaller and then the larger of the two exponentials. The pure A solution therefore survives the first quarter, and its coefficient is unaffected by the other solution in the second. The term $J^2/(st)$ multiplies it by

$$\exp\left[-\frac{iJ^2}{\hbar s}\int\frac{dt}{t}\right]=\exp\left[-\frac{iJ^2}{\hbar s}(-i\pi)\right]=e^{-\pi J^2/\hbar s}.$$

The square is the probability of staying on A. The transfer probability in one passage is the Landau–Zener result

$$P=1-e^{-2\pi J^2/\hbar s}.$$

A failed transfer leaves the system on the upper surface, from which it returns to the crossing. Let $U$ be the chance of finally reaching B when it returns moving towards A, and $W$ the chance when it returns moving towards B. On the upper surface it stays there with probability $P$ and leaves with probability $1-P$. Neglecting interference and energy loss between passages,

$$U=PW,\qquad W=(1-P)+PU .$$

Substitution gives $U(1-P^2)=P(1-P)$, so $U=P/(1+P)$. The total chance is

$$P+(1-P)U=\frac{P(1+P)+P(1-P)}{1+P}=\frac{2P}{1+P}.$$

This must be averaged over crossing speeds. From $\lambda x^2=m(2\pi\nu)^2x^2/2$ we have $m=2\lambda/(2\pi\nu)^2$. Write $\dot x=u\sqrt{k_BT/m}$. Since $V_A-V_B=\lambda(2x-1)$,

$$s=2\lambda\dot x=2\pi\nu u\sqrt{2\lambda k_BT}.$$

Faster systems cross more often, so the flux weight is $ue^{-u^2/2}$, which has unit integral. The rate is multiplied by

$$\kappa=\int_0^\infty ue^{-u^2/2}\,\frac{2P(u)}{1+P(u)}\,du .$$

For strong coupling $P\to1$ and $\kappa\to1$. For weak coupling $2P/(1+P)\approx4\pi J^2/\hbar s$. The factor $u$ cancels, the remaining integral is $\sqrt{\pi/2}$, and

$$\nu\kappa\approx\frac{J^2}{\hbar}\sqrt{\frac{\pi}{\lambda k_BT}} .$$

The attempt frequency has dropped out, because the electron now sets the pace. With $E_a$ held at 0.4 eV, the full average gives $\kappa=0.98$, 0.52 and 0.11 for $J=100$, 30 and 10 meV. The mean hop number falls to one at $J\approx6$ meV. These values assume a classical lattice and a constant speed through the crossing, which is a rough assumption once the gap $2J$ exceeds $k_BT$. They are also somewhat too high at small $J$. Here $\kappa$ multiplies $e^{-E_a/k_BT}$, whereas the weak-coupling rate carries $e^{-\lambda/4k_BT}$, and $\lambda/4\approx E_a+J$. Using that rate gives 0.089 instead of 0.11 at 10 meV and moves the classical threshold to about 6.5 meV. The weak-coupling rate grows as $J^2$, so the tunnelling factors found in the next section lower this threshold to roughly 2–4 meV.

### Does the lattice tunnel?

In the weak-coupling limit the quantum motion of the lattice can be included in closed form. Represent it by one oscillator with $\omega=2\pi\nu$, and let $S_0=\lambda/\hbar\omega$. Second-order perturbation theory gives

$$k_q=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}C(t)\,dt,\qquad C(t)=\langle e^{A}e^{B}\rangle,$$

with $B=\sqrt{S_0}(b^\dagger-b)$, which displaces the oscillator, and $A=-\sqrt{S_0}(b^\dagger e^{i\omega t}-be^{-i\omega t})$. For such linear operators in thermal equilibrium, $\langle e^Ae^B\rangle=\exp(\langle A^2\rangle/2+\langle B^2\rangle/2+\langle AB\rangle)$. With the mean occupation $n$,

$$C=\exp\{-S_0[2n+1-(n+1)e^{-i\omega t}-ne^{i\omega t}]\}.$$

Put $\beta_h=\hbar\omega/2k_BT$, so that $n/(n+1)=e^{-2\beta_h}$. Shifting $t$ by $-i\hbar/2k_BT$ makes both oscillating coefficients equal to $1/(2\sinh\beta_h)$:

$$C=\exp\left[-S_0\left(\coth\beta_h-\frac{\cos\omega t}{\sinh\beta_h}\right)\right].$$

Near $t=0$, $\cos\omega t\approx1-\omega^2t^2/2$, and $\coth\beta_h-1/\sinh\beta_h=\tanh(\beta_h/2)$. A single undamped oscillator repeats this peak every period. In a crystal a broad spread of phonon frequencies suppresses the repeats. We assume such a spread and keep one peak; with a narrow spread the repeats would add to the rate. The Gaussian integral gives

$$k_q=\frac{J^2}{\hbar^2}\sqrt{\frac{2\pi\sinh\beta_h}{S_0\omega^2}}\;e^{-S_0\tanh(\beta_h/2)} .$$

For $\beta_h\to0$ this becomes the weak-coupling rate above with the factor $e^{-\lambda/4k_BT}$. The ratio to that classical rate is

$$Q=\sqrt{\frac{\sinh\beta_h}{\beta_h}}\,\exp\left[\frac{\lambda}{4k_BT}-\frac{\lambda}{\hbar\omega}\tanh\frac{\hbar\omega}{4k_BT}\right].$$

For $\lambda=1.6$ eV, $Q=2.3$ at $10^{13}$ Hz and 10.8 at $1.8\times10^{13}$ Hz, a rough upper phonon frequency. At weak coupling, tunnelling therefore favours migration. These factors should not be multiplied into the strong-coupling result, which remains a classical estimate even though the phonon quantum, 41 meV at $10^{13}$ Hz, exceeds $k_BT$. The factors also take 0.4 eV as the static barrier; a barrier read from the temperature dependence of measured rates is already lowered by tunnelling. It belongs with the prefactor from the same fit, and neither $\nu$ nor $Q$ should be combined with it.

### Traps

Suppose every neighbour is higher in energy by $\delta=0.1$ eV, as for a polaron bound to a defect. Equating $\lambda x^2$ and $\lambda(1-x)^2+\delta$ gives $x=(\lambda+\delta)/2\lambda$. For small $J$ the barrier out is

$$\frac{(\lambda+\delta)^2}{4\lambda}=\frac\lambda4+\frac\delta2+\frac{\delta^2}{4\lambda}.$$

About half the trap depth enters the first hop. Integration over the surface with $J=50$ meV gives a rate factor of 0.137, hence a mean time of about 0.3 µs for the first hop out. The hop back is downhill and therefore faster than a hop to any one free site, so the electron may return to the trap before it escapes. A slow estimate adds the full depth to the barrier: the factor is $e^{-0.1/0.02585}=0.021$, the mean escape time 2.1 µs and the chance of escape during the contact 38 %. In this estimate the trap depth simply adds to the barrier, so the mean number of escapes falls to one at a depth equal to the barrier margin, 0.08 eV. The estimate is pessimistic. Solving the rate equations on the lattice with the small-$J$ rates out of and back into the trap gives, for 0.1 eV, a final escape time of about 1.0 µs and a 69 % chance of being off the trap at the end of the contact. One escape per contact then corresponds to a depth of about 0.10 eV, and at 0.15 eV the chance of being off the trap falls to 22 %. A trap of 0.1 eV therefore makes the verdict uncertain. These numbers are for a trap on a single site; a charged vacancy attracts the polaron over several shells and can hold it longer.

### Table of cases

Each row changes one setting of the reference case. The barrier stays at 0.4 eV except in the trap row.

| Case | Mean hops in 1 µs |
|---|---:|
| Reference, 300 K | 23 |
| In-plane hops only | 11 |
| $J=30$ meV | 12 |
| $J=10$ meV | 2.5 |
| 20 % of neighbours occupied | 18 |
| Heated to 330 K | 93 |
| 0.1 eV trap, slow estimate | 0.5 |

The two $J$ rows are for a classical lattice; with tunnelling at $10^{13}$ Hz the 10 meV row rises to about 5. The occupied-site row uses a mean-field factor $1-0.2$. The trap row gives the mean number of escapes that would occur at a constant escape rate.

Pressure and an electric field also affect the hops. A pressure of 1 GPa acting on an assumed activation volume of 0.001 nm$^3$ does 0.006 eV of work and changes the rate by a factor of 1.27, up or down according to the sign of the volume. A strong field of 1 MV/cm lowers the final site by 0.038 eV for a hop directly against the field, the direction in which the negative electron is pushed. About half of this comes off the barrier, and that hop becomes 2.1 times faster. For a field $F$, the Einstein relation gives a mean drift of $D\tau eF/k_BT\approx2.2$ nm during the contact. This exceeds the random displacement of 1.83 nm, so a field of this strength matters for the distance travelled.

### The real abrasive

The fluorite structure of ceria does have a face-centred cubic cerium lattice, and frequencies of order $10^{13}$ Hz are typical of its optical phonons. The contact length and speed are round values for a polishing pad pressing a particle against a wafer. The assumption most open to doubt is that of free, equivalent sites. Reduced ceria contains oxygen vacancies, and a working surface also carries water, hydroxyl groups and reaction products, all of which can make site energies unequal. The 0.1 eV trap shows the scale of the consequence: the slow estimate gives 2.1 µs for escape from the trap, longer than the contact, against 44 ns for a hop of a free polaron.

The decision is therefore conditional. With a 0.4 eV barrier and a coupling well above 6 meV, a free polaron can move between nearby cerium sites during the contact. This makes electron rearrangement near the contact possible in time; it does not show that such rearrangement controls the removal rate. The numerical output below lists the values used.

## Calculated quantities

```
Barrier: 0.4 eV
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Attempt frequency: 1e+13 Hz
Contact length: 1e-06 m
Sliding speed: 1 m/s
Contact time: 1e-06 s
Lattice constant: 0.541 nm
Hop length: 0.383 nm
Neighbours: bulk 12 | in (111) plane 6 | below plane 3
Ea/kT: 15.47
Boltzmann factor: 1.91e-07
Rate to one neighbour: 1.91e+06 1/s
Time to one chosen neighbour: 5.24e-07 s
Rate from quadrature, J = 0.05 eV: 1.9e+06 1/s
Total hop rate: 2.29e+07 1/s
Mean hopping time: 4.37e-08 s
Mean hops in contact: 22.9
Chance of no hop: 1.16e-10
Chance to be on starting site at end, bulk: 0.00225
Rms displacement, bulk: 1.83 nm
Diffusion coefficient: 5.58e-09 cm2/s
Mean hops within (111) plane: 11.4
Rms displacement within plane: 1.29 nm
Chance to be on starting site at end, plane: 0.0253
Particle radius: 30 nm
Time for rms displacement = radius: 0.000269 s
Threshold barrier for one hop: 0.481 eV
Threshold barrier from root finding: 0.481 eV
Margin above given barrier: 0.0809 eV
Barrier change for a factor 10: 0.0595 eV
J = 10 meV: transmission 0.109, hops 2.48
J = 30 meV: transmission 0.52, hops 11.9
J = 100 meV: transmission 0.98, hops 22.4
Coupling for one mean hop: 6.02 meV
Reorganisation energy, weak coupling: 1.6 eV
Tunnelling at 1e+13 Hz (quantum 41.4 meV): factor 2.29
Tunnelling at 1.8e+13 Hz (quantum 74.4 meV): factor 10.8
Field: 1 MV/cm
Energy drop per hop along field: 0.0383 eV
Field speed-up along field: 2.08
Pressure: 1 GPa
Activation volume: 0.001 nm3
Pressure work: 0.00624 eV
Pressure factor (up or down): 1.27
Flash heating: 30 K
Heating speed-up: 4.08
Occupied neighbour fraction: 0.2
Mean hops with blocking: 18.3
Trap depth: 0.1 eV
Trap: factor on first hop out: 0.137
Trap: factor if full depth adds to barrier: 0.0209
Trap: mean escape time, full depth: 2.09e-06 s
Trap: escape chance in contact, full depth: 0.38
Free polaron migrates between sites in contact: yes
```
